\section*{When Precursor Pressure Does and Does Not Improve Trench Step Coverage}

\section{A hundredfold pressure rise that barely moves the step coverage}

In a model trench 100 nm wide and 500 nm deep, raising the precursor pressure from 0.1 to 10 mTorr raises the deposition rate on the floor from 4.14 to 414 nm/min. The step coverage, the floor thickness divided by the thickness on the flat field, moves from 0.382 to 0.385. On a second surface with the same sticking probability on empty sites, the same pressure rise takes the step coverage from 0.417 to 0.987. Temperature, trench and precursor are the same in both cases.

The first surface shows that more pressure need not give appreciably better step coverage. More molecules do reach the floor, but more reach the field in nearly the same proportion. The second surface shows when pressure does help: its sites fill, so its sticking probability falls as pressure rises.

\section{The counter-example in full}

\subsection{Arrival from the gas}

The precursor is triisobutylaluminium, of molar mass 198.33 g/mol, at 523 K; it leaves one aluminium atom per reacted molecule. Let $p$ be its partial pressure at the trench mouth. An isotropic Maxwellian gas strikes a flat surface with the flux
\begin{equation}
\Phi_0=\frac{p}{\sqrt{2\pi m k_BT}} ,
\end{equation}
where $m$ is the molecular mass. At 1 mTorr this gives $\Phi_0=1.091\times10^{21}\ \mathrm{m^{-2}s^{-1}}$.

\subsection{What the surface does}

A molecule striking a free site adsorbs with probability $s_0$. An adsorbed molecule reacts at rate $k_r$ or desorbs unreacted at rate $k_d$. With $N$ sites per area, a fraction $\theta$ of them occupied, and local arriving flux $\Phi$, the steady site balance is
\begin{equation}
s_0\Phi(1-\theta)=(k_r+k_d)N\theta .
\end{equation}
Collecting the terms in $\theta$ gives
\begin{equation}
\theta=\frac{s_0\Phi}{(k_r+k_d)N+s_0\Phi}.
\end{equation}
The deposition rate per area is $R=k_rN\theta$. Dividing numerator and denominator by $(k_r+k_d)N$,
\begin{equation}
R=\frac{s\,\Phi}{1+\beta\,\Phi/\Phi_0},\qquad
s=\frac{s_0k_r}{k_r+k_d},\qquad
\beta=\frac{s_0\Phi_0}{(k_r+k_d)N}.
\label{eq:langmuir}
\end{equation}
Here $s$ is the reactive sticking probability on a nearly empty surface, and $\beta$, proportional to pressure, measures site filling on the field. For $\beta\ll1$ the reaction is first order, $R=s\Phi$. For $\beta\gg1$ the field rate approaches $k_rN$.

The slow surface has $s_0=0.2$, $k_r=k_d=50\ \mathrm{s^{-1}}$ and $N=2\times10^{18}\ \mathrm{m^{-2}}$, so $s=0.2\times50/100=0.1$. At 1 mTorr,
\begin{equation}
\beta=\frac{0.2\times1.091\times10^{21}}{100\times2\times10^{18}}=1.09 .
\end{equation}
With $6.026\times10^{28}$ aluminium atoms per cubic metre of film, the saturated rate $k_rN=10^{20}\ \mathrm{m^{-2}s^{-1}}$ corresponds to 99.6 nm/min. The fast surface has both rate constants 1000 times larger. This leaves $s$ unchanged and divides $\beta$ by 1000. It is a theoretical comparison surface: heating a real one would in general also change $s$.

\subsection{Transport inside the trench}

Molecules fly between surfaces without colliding, and those that do not react leave with a cosine distribution, without memory of their arrival. Let $K_{ij}$ be the probability that a molecule leaving surface element $i$ next strikes element $j$, and $g_i$ the probability that it leaves through the opening. These are the only possibilities, so
\begin{equation}
g_i+\sum_jK_{ij}=1,\qquad\text{or}\qquad g+K1=1 .
\label{eq:closure}
\end{equation}

For a long trench the factors follow from geometry. The cosine law, integrated over directions along the trench, gives the in-plane angle $\alpha$ from the normal the density $\tfrac12\cos\alpha$. From one point, the fraction sent between angles $\alpha_1$ and $\alpha_2$ is $\tfrac12(\sin\alpha_2-\sin\alpha_1)$. As the point moves along its element, its distance $d$ to a fixed end of the target changes by $-\sin\alpha$ per unit path. Integrating over an element of length $\ell_i$ therefore leaves differences of distances between end points:
\begin{equation}
K_{ij}=\frac{(\text{sum of crossed distances})-(\text{sum of uncrossed distances})}{2\ell_i}.
\end{equation}
The numerator is symmetric in $i$ and $j$, hence $\ell_iK_{ij}=\ell_jK_{ji}$.

In steady state element $j$ sends out $\Phi_j-R_j$ unreacted molecules per area and time. The flux arriving at $i$ from the other elements is
\begin{equation}
\frac1{\ell_i}\sum_j\ell_jK_{ji}(\Phi_j-R_j)=\sum_jK_{ij}(\Phi_j-R_j).
\end{equation}
By the same symmetry the opening contributes $g_i\Phi_0$. With $y=\Phi/\Phi_0$ the balance is
\begin{equation}
y=g+K\left[y-\frac{s\,y}{1+\beta y}\right].
\label{eq:balance}
\end{equation}
The field receives $y=1$, so the rate relative to the field is
\begin{equation}
r=\frac{R}{R_{\rm field}}=\frac{(1+\beta)\,y}{1+\beta y}.
\label{eq:r}
\end{equation}
Step coverage, written SC, is the average of $r$ over the floor.

\subsection{The numbers}

Solving Eq.~(\ref{eq:balance}) for the initial trench gives the following rates in nm/min.

\begin{center}
\begin{tabular}{r|rrr|rrr}
 & \multicolumn{3}{c|}{fast surface} & \multicolumn{3}{c}{slow surface}\\
$p$ (mTorr) & field & floor & SC & field & floor & SC\\ \hline
0.1 & 10.9 & 4.14 & 0.382 & 9.8 & 4.08 & 0.417\\
1 & 108 & 41.4 & 0.382 & 51.9 & 34.6 & 0.667\\
10 & 1074 & 414 & 0.385 & 91.2 & 90.1 & 0.987
\end{tabular}
\end{center}

At each pressure the floor of the slow surface grows more slowly than that of the fast one. Its better step coverage does not come from extra metal at the floor. Site filling holds back the field, where the flux is highest, more than it holds back the floor.

The Langmuir law in the trench was tested by starting with bare sites and following their occupation in time, with adsorption, desorption and reaction as separate rate terms. For the slow surface at 0.1 and 10 mTorr and the fast one at 10 mTorr, the final rates agree with Eqs.~(\ref{eq:langmuir}) and (\ref{eq:balance}) to rounding error.

\section{First-order reaction: the general statement}

\textbf{Statement.} Let transport be collisionless and quasi-steady, re-emission diffuse, and $R=s\Phi$ with the same constant $s>0$ everywhere. Then the thickness at every point, divided by the field thickness, is independent of pressure. For a growing film the comparison is made at equal field thickness.

\subsection{Proof for a fixed shape}

Setting $\beta=0$ in Eqs.~(\ref{eq:balance}) and (\ref{eq:r}) gives
\begin{equation}
y=g+(1-s)Ky,\qquad r=y .
\label{eq:first}
\end{equation}
Neither $p$ nor $\Phi_0$ appears. The solution is unique: the difference $u$ of two solutions obeys $u=(1-s)Ku$. Since the rows of $K$ sum to at most one, $\max|u|\le(1-s)\max|u|$, which forces $u=0$. The rectangular form of the trench was not used; another cavity changes $g$ and $K$ but not the argument.

The solution can be read as a count. Follow a molecule that leaves a given point and never sticks, let $n$ be its number of wall hits before escape, and define $P=\langle(1-s)^n\rangle$. On its first flight it either escapes, contributing 1 with probability $g$, or hits another point, contributing a factor $1-s$ and starting afresh. Thus $P=g+(1-s)KP$, which is Eq.~(\ref{eq:first}), and
\begin{equation}
r=y=\left\langle(1-s)^n\right\rangle .
\label{eq:count}
\end{equation}
The number of hits is set by geometry and the loss per hit by chemistry. Pressure sets how many molecules make the journey, not what happens to each.

For this trench Eq.~(\ref{eq:first}) gives a step coverage of 0.3816. Following random flights from the floor and averaging $(1-s)^n$ gives $0.3828\pm0.0008$. Sending molecules in through the opening, with sticking, and counting arrivals at the floor gives $0.3815\pm0.0022$. The uncertainties are one standard error.

The mean number of hits from the floor is $G=15.8$, yet $(1-s)^G=0.9^{15.8}=0.19$, half the true coverage. Because $(1-s)^n$ is a convex function of $n$, its average cannot lie below its value at the average $n$. Molecules that escape after few hits carry much of the weight, so the mean hit number alone does not fix the step coverage.

\subsection{Proof for a growing film}

Let $n_{\rm Al}$ be the atom density of the film and $h$ the field thickness. The field grows at $dh/dt=s\Phi_0/n_{\rm Al}$, and a point in the trench advances along its normal at $v=(s\Phi_0/n_{\rm Al})\,y$. Dividing,
\begin{equation}
\frac{v}{dh/dt}=y[\text{present shape}] .
\end{equation}
With $h$ in place of time, the evolution from a given initial shape contains no pressure. Pressure sets how fast the sequence of shapes is traversed, not the sequence itself. This remains true if $p$ varies slowly during growth.

A reduced calculation shows the direction and rough size of the narrowing effect. It keeps the trench rectangular and moves each wall at its mean rate. After 30 nm on the field, the ideal first-order surface ($\beta=0$) has a floor-to-field ratio of 0.328 at both 0.1 and 10 mTorr; the times are 166 s and 1.66 s. The ratio lies below the initial 0.382 because the trench has narrowed to 76 nm and deepened relative to the rising field. On the slow surface the ratios are 0.356 and 0.972, so there the pressure changes the shape as well as the time.

\section{Site filling: why pressure then helps}

\textbf{Statement.} Under the same transport assumptions, in a fixed trench with the rate law (\ref{eq:langmuir}) and $0<s\le1$, the normalized rate $r$ rises with $\beta$ at every point and tends to 1.

\subsection{Proof}

Write the bracket in Eq.~(\ref{eq:balance}) as $f_\beta(y)=y-sy/(1+\beta y)$. Its derivatives are
\begin{equation}
\frac{\partial f_\beta}{\partial y}=1-\frac{s}{(1+\beta y)^2}\ge0,\qquad
\frac{\partial f_\beta}{\partial\beta}=\frac{s\,y^2}{(1+\beta y)^2}\ge0 .
\label{eq:derivs}
\end{equation}
The map $T_\beta(y)=g+Kf_\beta(y)$ therefore increases with both $y$ and $\beta$. Also $T_\beta(0)=g\ge0$, and Eq.~(\ref{eq:closure}) gives
\begin{equation}
T_\beta(1)=1-\frac{s}{1+\beta}K1<1 ,
\end{equation}
since every point of the trench sees another wall. So $T_\beta$ maps profiles between 0 and 1 into profiles between 0 and 1. There $\partial f_\beta/\partial y\le1-s/(1+\beta)^2<1$, so each application shrinks the largest difference between two profiles by at least this factor. There is one solution $y_\beta$, and repeated application of $T_\beta$ reaches it.

Now take $\beta'>\beta$. Then $y_\beta=T_\beta(y_\beta)\le T_{\beta'}(y_\beta)$. Applying the increasing map $T_{\beta'}$ repeatedly gives a rising sequence with limit $y_{\beta'}$, so $y_{\beta'}\ge y_\beta$. The inequality is strict, because every point sees the opening, hence $y>0$, and $\partial f_\beta/\partial\beta$ in Eq.~(\ref{eq:derivs}) is then positive.

The normalized rate gains in two ways. From Eq.~(\ref{eq:r}),
\begin{align}
\frac{\partial r}{\partial y}&=\frac{1+\beta}{(1+\beta y)^2}>0,\\
\frac{\partial r}{\partial\beta}&=\frac{y(1+\beta y)-(1+\beta)y^2}{(1+\beta y)^2}
=\frac{y(1-y)}{(1+\beta y)^2}>0 .
\end{align}
The first gain comes from more flux surviving to depth, the second from the field saturating ahead of the trench. Since $y$ itself rises with $\beta$, so does $r$. The limit $r\to1$ follows from the bound on $1-y$ derived below.

\subsection{Weak filling: how nearly first order is enough?}

Differentiate Eq.~(\ref{eq:balance}) at $\beta=0$ and write $y'=dy/d\beta$:
\begin{equation}
y'=K\left[(1-s)y'+s y^2\right]
\quad\Longrightarrow\quad
y'=[I-(1-s)K]^{-1}K\,s y^2 .
\end{equation}
Adding the direct gain $y(1-y)$ gives $dr/d\beta=y(1-y)+y'$. To bound it, use Eqs.~(\ref{eq:closure}) and (\ref{eq:first}):
\begin{equation}
[I-(1-s)K](1-y)=1-(1-s)K1-g=sK1 .
\end{equation}
The inverse operator is the sum of powers of $(1-s)K$ and has no negative elements. Since $y^2\le1$, it follows that $y'\le1-y$, and
\begin{equation}
\left.\frac{dr}{d\beta}\right|_{0}\le(1+y)(1-y)=1-y^2 .
\end{equation}

For the example the slope averaged over the floor is 0.33. Of this 0.33, about 0.24 is $y(1-y)$ evaluated at $y=0.38$, so most of the early gain comes from the braking of the field. On the fast surface at 10 mTorr, $\beta=0.0109$ and the predicted shift is $0.33\times0.0109=0.0036$, as in the full solution. That is the small drift in the opening figures. To leading order, a shift below 0.01 requires $\beta<0.03$ in this trench.

\subsection{Strong filling}

Let $\delta=1-y$. Subtracting Eq.~(\ref{eq:balance}) from Eq.~(\ref{eq:closure}),
\begin{equation}
\delta=K\left[\delta+\frac{s y}{1+\beta y}\right].
\end{equation}
The last fraction increases with $y$, so it is at most $s/(1+\beta)$. The mean hit number from each point satisfies $G=K(1+G)$, because every hit adds one and starts a new flight; hence $G=(I-K)^{-1}K1$. Therefore
\begin{equation}
\delta\le\frac{sG}{1+\beta}.
\end{equation}
Thus $y\to1$ as $\beta$ grows. From Eq.~(\ref{eq:r}),
\begin{equation}
1-r=\frac{1+\beta y-y-\beta y}{1+\beta y}=\frac{\delta}{1+\beta y}
\simeq\frac{sG}{(1+\beta)^2},\qquad sG\ll1+\beta .
\end{equation}
One factor $1/(1+\beta)$ comes from the weaker depletion of the gas, the other from the weak response of a nearly full surface to what depletion remains.

At 10 mTorr on the slow surface $\beta=10.9$, and the limit gives $1-{\rm SC}=1.583/11.9^2=0.0112$. The full solution gives 0.0125, so the limit is 11\% low relative to it. The full shortfall exceeds the limit by 1.6\% of the limit at $\beta=100$ and by 0.16\% at $\beta=1000$.

\section{The model beside a real deposition}

Triisobutylaluminium is a known precursor for thermal deposition of aluminium near 250 $^\circ$C (523 K). The sticking probability, rate constants and site density used here are round model values, not measurements; they were chosen for growth of roughly 100 nm/min. The site density is somewhat too high for intact precursor molecules: discs 0.9 nm across pack to at most $1.4\times10^{18}\ \mathrm{m^{-2}}$. The steady rates depend only on the products $k_rN$ and $k_dN$, so halving $N$ and doubling both rate constants would leave them unchanged. The fast surface at 10 mTorr, above 1000 nm/min, lies far above the intended growth rate of roughly 100 nm/min. Trenches narrow as they fill, which in the reduced calculation lowers the first-order figure from 0.382 to 0.328 after 30 nm. The rectangle understates this: when every point of the surface advances at its own rate, the figure is about 0.31 and the narrowest width about 56 nm. The rectangular approximation also hides pinch-off: initially the first-order wall rate is 0.72 of the field rate at 25 nm depth but 0.33 at 475 nm, so the upper trench closes faster. Nucleation and roughness are left out.

Three other assumptions have definite limits.

\emph{Collisions.} With a rough molecular diameter of 0.9 nm, the mean free path at 10 mTorr is 1.5 mm, far above the trench size. In pure precursor it falls to ten trench widths, which is only two trench depths, at 15 Torr; carrier gas also counts. This is not a safe margin: with isotropic scattering off a background gas, a free path of that length already lowers the first-order step coverage from 0.38 to about 0.33. Once the free path is within a few trench depths, the step coverage depends on the total pressure. Only for precursor dilute in a carrier held at fixed pressure does it remain independent of the partial pressure $p$.

\emph{By-products.} Each deposited atom releases three isobutene molecules. If these reflect from the walls and none enter from the gas, their flux $z\Phi_0$ obeys $z=K(z+3sy)$ in the first-order case. Adding one third of this to Eq.~(\ref{eq:first}) gives
\begin{equation}
\frac z3+y=g+K\left(\frac z3+y\right),
\end{equation}
whose solution is $z/3+y=1$, by Eq.~(\ref{eq:closure}). Hence $z=3(1-y)$, and isobutene strikes the floor 4.9 times as often as precursor. If it readsorbs and reverses the reaction, the rate need not be proportional to $\Phi$. The resulting change in step coverage is not estimated here.

\emph{Surface diffusion.} An adsorbed molecule on the slow surface lives on average $1/(k_r+k_d)=0.01$ s before it reacts or desorbs. With a diffusivity near $2.5\times10^{-7}\ \mathrm{cm^2/s}$ it would travel the trench depth in that time and alter the profile. At low occupation diffusion is linear in $\theta$, so all fluxes still scale with $\Phi_0$: the first-order profile changes, but remains independent of pressure.

A pressure test at fixed temperature is therefore informative when gas collisions in the trench and reactions of the by-products are negligible. If the rate is proportional to the arriving flux, from the low fluxes deep in the trench up to that on the field, raising the pressure within that range buys speed, not conformality. If the field rate is levelling off because sites fill according to the one-site Langmuir law used here, more pressure improves step coverage. Levelling off alone does not identify that law: if the reaction also needs a second free site, the field rate can pass a maximum and fall below the floor rate. The numerical output below gives the intermediate pressures and wall profiles.

\section*{Numbers as computed}
\begin{verbatim}
trench width 100 nm, depth 500 nm
temperature 523 K
precursor molar mass 198.33 g/mol
Al density 2.70 g/cm3 = 6.026e+28 atoms/m3
bare-site adsorption probability 0.2
slow surface: k_r 50 1/s, k_d 50 1/s
site density 2.0e+18 1/m2; fast surface factor 1000
reactive sticking s 0.100
field flux at 1 mTorr 1.091e+21 1/(m2 s)
slow: pressure for beta=1 0.917 mTorr
slow: saturated rate 99.6 nm/min
first-order step coverage 0.3816
  flights from opening 0.3815 +- 0.0022
  escape average       0.3828 +- 0.0008
mean hits G from floor 15.83; flights 15.79 +- 0.04
largest rel. gap, marched sites vs law 1.4e-15
slow: p mTorr, beta, field nm/min, floor nm/min, SC
    0.1    0.10907     9.79     4.08 0.4168
    0.3    0.32721    24.55    11.85 0.4829
    1.0    1.09069    51.94    34.64 0.6669
    3.0    3.27207    76.26    68.28 0.8954
   10.0   10.90691    91.20    90.06 0.9875
fast: p mTorr, beta, field nm/min, floor nm/min, SC
    0.1    0.00011    10.86     4.14 0.3816
    0.3    0.00033    32.57    12.43 0.3817
    1.0    0.00109   108.48    41.43 0.3819
    3.0    0.00327   324.72   124.25 0.3826
   10.0    0.01091  1074.24   413.75 0.3852
wall: depth nm, r first order, r slow 0.1, r slow 10 mTorr
     25 0.7171 0.7451 0.9954
    125 0.5213 0.5583 0.9915
    250 0.3888 0.4256 0.9881
    375 0.3303 0.3653 0.9863
    475 0.3263 0.3609 0.9861
onset slope dSC/dbeta at floor 0.3300
fast, 10 mTorr: SC shift 0.00359, slope*beta 0.00360
slow, 10 mTorr: 1-SC 0.01254, limit 0.01116
limit rel. error: beta 100 0.0156, beta 1000 0.0016
after 30 nm field film: floor/field, width nm, time s
  first order 0.1 mTorr: 0.3282 76.21 165.75
  first order 10 mTorr: 0.3282 76.21 1.66
  slow 0.1 mTorr: 0.3564 74.44 183.83
  slow 10 mTorr: 0.9722 41.35 19.74
collision diameter (rough) 0.9 nm
mean free path at 10 mTorr 1.50 mm
pressure for free path = 10 widths 15.0 Torr
slow surface response time 0.010 s
isobutene/precursor arrivals at floor, 1st order 4.86
diffusivity to travel the depth 2.5e-07 cm2/s
\end{verbatim}
